# Piezoresistance of n-Type Silicon from Electron Transfer among Delta Valleys

## 1. What one coefficient cannot tell

Suppose an n-type silicon resistor lies along [100], and its resistivity is found to fall by 8 % under a tension of 0.1 GPa. It is tempting to record "minus 8 % per 0.1 GPa" as a property of the material. That number then misleads in three ways. For current across the tension, along [010], the resistivity rises. For tension and current both along [110], the response is several times smaller. Under hydrostatic pressure, a sensor designed on this number gives almost no signal.

The missing information is the tensor character of the effect. For electrons that move between silicon's six Delta valleys without any change of mobility inside a valley, three coefficients reduce to one:

\[
\pi_{11}=-2\pi_{12},\qquad \pi_{44}=0 .
\]

These relations belong to a model. Sections 7 and 8 show which of them survives when the model is relaxed.

## 2. Conventions and assumptions

The axes \(x,y,z\) are the cubic axes of the crystal. Stress \(s_{ij}\) is positive in tension, and \(e_{ij}\) is the tensor strain, so the engineering shear strain is \(2e_{xy}\). The unstressed resistivity is \(\rho_0\). The coefficients are defined by

\[
\frac{\delta\rho_{xx}}{\rho_0}=\pi_{11}s_{xx}+\pi_{12}(s_{yy}+s_{zz}),\qquad
\frac{\delta\rho_{xy}}{\rho_0}=\pi_{44}s_{xy},
\]

and by the same equations with the axes permuted. They describe resistivity. The resistance of a bar also changes because its shape changes, which is a separate and smaller effect here (Section 6).

The assumptions are:

1. The total electron density \(n\) is fixed.
2. Each valley keeps its mobilities, \(\mu_l\) along its axis and \(\mu_t\) across it, and its density of states.
3. All valleys share one Fermi level, and without stress they are equally filled.
4. The response is taken to first order in stress.

The algebra uses atomic units, with \(\hbar\), the electron mass \(m_e\) and the elementary charge equal to 1. Boltzmann's constant \(k_B\) is kept.

## 3. From stress to valley energies

**Conductivity of the valleys.** The six valleys form three pairs, one on each axis. Let \(n_j\) be the density in the pair on axis \(j\). For the \(x\) pair the mobility tensor is diagonal with entries \((\mu_l,\mu_t,\mu_t)\), and the others follow by permutation. The currents add, so

\[
\sigma_{xx}=n_x\mu_l+(n_y+n_z)\mu_t .
\]

Without stress \(n_x=n_y=n_z=n/3\), and the conductivity is isotropic:

\[
\sigma_0=\frac n3(\mu_l+2\mu_t).
\]

**Which strains shift a valley.** To first order, the shift of the \(x\) valleys is a linear function of the six strain components. Symmetry removes most of its terms. The mirror \(y\to-y\) leaves the \(x\) valleys in place but reverses \(e_{xy}\) and \(e_{yz}\). The energy cannot change under this operation, so the coefficients of both strains vanish. The mirror \(z\to-z\) removes \(e_{xz}\) in the same way. A quarter turn about \(x\) exchanges \(e_{yy}\) and \(e_{zz}\), which must therefore have equal coefficients. Two constants remain, and for axis \(j\) the shift is

\[
\delta E_j=\Xi_d\,\mathrm{tr}\,e+\Xi_u\,e_{jj}.
\]

**From strain to stress.** Hooke's law for a cubic crystal reads

\[
s_{xx}=C_{11}e_{xx}+C_{12}(e_{yy}+e_{zz})=(C_{11}-C_{12})e_{xx}+C_{12}\,\mathrm{tr}\,e .
\]

Averaging over the three axes gives

\[
\tfrac13\mathrm{tr}\,s=(C_{11}-C_{12})\tfrac13\mathrm{tr}\,e+C_{12}\,\mathrm{tr}\,e .
\]

Subtraction cancels the last term:

\[
s_{jj}-\tfrac13\mathrm{tr}\,s=(C_{11}-C_{12})\left(e_{jj}-\tfrac13\mathrm{tr}\,e\right).
\]

Let \(\overline{\delta E}\) be the mean of the three shifts. The constant \(\Xi_d\) moves all valleys together and drops out of the difference:

\[
D_j\equiv\delta E_j-\overline{\delta E}
=\Xi_u\left(e_{jj}-\tfrac13\mathrm{tr}\,e\right)
=\frac{\Xi_u}{C_{11}-C_{12}}\left(s_{jj}-\tfrac13\mathrm{tr}\,s\right).
\]

With \(\Xi_u>0\), tension along \(x\) raises the \(x\) valleys relative to the others.

## 4. From valley energies to populations

Define the Fermi integrals

\[
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}},\qquad
F_{-1/2}(\eta)=\frac{1}{\sqrt\pi}\int_0^\infty\frac{t^{-1/2}\,dt}{1+e^{t-\eta}} .
\]

The occupation factor depends on \(t-\eta\), so its derivative with respect to \(\eta\) is minus its derivative with respect to \(t\). Integration by parts then gives \(F_{1/2}'=F_{-1/2}\).

Let \(N_c\) be the effective density of states of all six valleys. Each pair holds

\[
n_j=\frac{N_c}{3}F_{1/2}\!\left(\frac{E_F-E_j}{k_BT}\right),\qquad
\delta n_j=\frac{N_c}{3}F_{-1/2}\,\frac{\delta E_F-\delta E_j}{k_BT},
\]

where \(F_{-1/2}\) is taken at the unstressed value of its argument. Fixed total density requires \(\sum_j\delta n_j=0\), hence \(\delta E_F=\overline{\delta E}\): the Fermi level follows the mean valley. Using \(n=N_cF_{1/2}\) to eliminate \(N_c\),

\[
\delta n_j=-\frac n3\,\frac{g\,D_j}{k_BT},\qquad g=\frac{F_{-1/2}}{F_{1/2}} .
\]

Two limits fix the meaning of \(g\). In a dilute gas both integrals tend to \(e^\eta\), so \(g\to1\) and the transfer is governed by \(D_j/k_BT\). In a strongly degenerate gas the occupation is a step, which gives \(F_{1/2}\to\frac{4}{3\sqrt\pi}\eta^{3/2}\) and \(F_{-1/2}\to\frac{2}{\sqrt\pi}\eta^{1/2}\). Then \(g\to3/(2\eta)\), and with \(\varepsilon_F=\eta k_BT\), the Fermi energy above the valley bottom,

\[
\frac{g}{k_BT}\to\frac{3}{2\varepsilon_F}.
\]

The temperature has dropped out, and the effect weakens as the valleys fill.

## 5. The three coefficients

The change in conductivity along \(x\) is

\[
\delta\sigma_{xx}=\mu_l\,\delta n_x+\mu_t(\delta n_y+\delta n_z)=(\mu_l-\mu_t)\,\delta n_x ,
\]

because \(\delta n_y+\delta n_z=-\delta n_x\). Insert \(\delta n_x\) and divide by \(\sigma_0\). The factors \(n/3\) cancel, and the minus sign reverses the mobility difference:

\[
\frac{\delta\sigma_{xx}}{\sigma_0}=\frac{\mu_t-\mu_l}{\mu_l+2\mu_t}\,\frac{g\,D_x}{k_BT}.
\]

Resistivity is the inverse of conductivity. Varying \(\rho\sigma=1\) about an isotropic state gives \(\delta\rho/\rho_0=-\delta\sigma/\sigma_0\). With the stress form of \(D_j\),

\[
\frac{\delta\rho_{jj}}{\rho_0}=-A\left(s_{jj}-\tfrac13\mathrm{tr}\,s\right),\qquad
A=\frac{g\,\Xi_u}{k_BT\,(C_{11}-C_{12})}\,\frac{\mu_t-\mu_l}{\mu_l+2\mu_t}.
\]

Apply a single stress \(s_{xx}=s\). The bracket equals \(2s/3\) for \(j=x\) and \(-s/3\) for \(j=y,z\). Therefore

\[
\pi_{11}=-\tfrac23A,\qquad \pi_{12}=+\tfrac13A,\qquad \pi_{11}=-2\pi_{12}.
\]

Now apply the shear \(s_{xy}\) alone. It does not shift the valleys to first order, so no electrons move between them. Moreover, each valley tensor is diagonal in the cubic axes, and a sum of diagonal tensors is diagonal for any populations. Hence \(\delta\rho_{xy}=0\) and \(\pi_{44}=0\).

**Physical reading.** Tension along \(x\) lifts the \(x\) valleys, whose electrons respond sluggishly along \(x\) because \(\mu_l<\mu_t\). Electrons leave them for the \(y\) and \(z\) valleys, where they move along \(x\) with \(\mu_t\), and \(\rho_{xx}\) falls. The trace of the mobility tensor is \(\mu_l+2\mu_t\) in every valley, so transfer redistributes conductivity among directions without changing its trace. What \(x\) gains, \(y\) and \(z\) lose in equal halves. This is the origin of the factor \(-2\). It also gives \(\pi_{11}+2\pi_{12}=0\): hydrostatic stress shifts all valleys equally and has no effect in this model.

**Stress along [110].** A uniaxial stress \(s\) along [110] has the components \(s_{xx}=s_{yy}=s_{xy}=s/2\). For current along [110] or along \([1\bar10]\), the resistivity change is

\[
\tfrac12(\delta\rho_{xx}+\delta\rho_{yy})\pm\delta\rho_{xy}
=\tfrac12(\pi_{11}+\pi_{12}\pm\pi_{44})\,s\,\rho_0 ,
\]

with the upper sign for [110]. Both cases reduce to \(\pi_{11}s\rho_0/4\) when \(\pi_{12}=-\pi_{11}/2\) and \(\pi_{44}=0\). A vanishing \(\pi_{44}\) thus does not make a [110] resistor insensitive, since the normal stress components still act.

**A contrasting case.** The pattern comes from where the valleys lie. Suppose instead that there were four valleys on the \(\langle111\rangle\) axes. A stress \(s_{xx}\) affects them all equally, so \(\pi_{11}=\pi_{12}=0\). The shear \(s_{xy}\) produces \(e_{xy}=s_{xy}/2C_{44}\). A valley with unit axis \(a\) has \(a_xa_y=\pm\frac13\), so its shift is \(2\Xi_ua_xa_ye_{xy}=\pm\Xi_us_{xy}/3C_{44}\). Each valley holds \(n/4\) and contributes \((\mu_l-\mu_t)a_xa_y\) per electron to \(\sigma_{xy}\). The four valleys add to

\[
\delta\sigma_{xy}=4\cdot\frac n4\cdot\frac{g}{k_BT}\cdot\frac{\Xi_us_{xy}}{3C_{44}}\cdot\frac{\mu_t-\mu_l}{3},
\qquad
\pi_{44}=-\frac{g\,\Xi_u}{3C_{44}k_BT}\,\frac{\mu_t-\mu_l}{\mu_l+2\mu_t}.
\]

Shear now does all the work.

## 6. A resistor under 0.1 GPa

Take rounded parameters, roughly typical of silicon: \(\Xi_u=9\) eV; \(C_{11},C_{12},C_{44}=166,64,80\) GPa; \(\mu_l,\mu_t=400,1900\) cm²/Vs; \(T=300\) K, so \(k_BT=0.02585\) eV; and \(n=10^{16}\) cm⁻³. The mean mobility is \((400+2\cdot1900)/3=1400\) cm²/Vs, and the resistivity is 0.446 ohm cm. At this density \(g=0.9999\).

The coefficient is

\[
\pi_{11}=-\frac23\cdot\frac{9}{0.02585\cdot102}\cdot\frac{1500}{4200}=-0.813\ \text{GPa}^{-1},
\qquad \pi_{12}=0.406\ \text{GPa}^{-1}.
\]

In atomic-scale units these are \(-130\) and \(65\) Å³/eV. An independent numerical calculation solved the elastic equations for each of the six stress components, found the Fermi level at fixed density, summed the valley tensors, inverted the sum and differentiated with respect to stress. It gave \(-0.8125\), \(0.4063\) and zero for \(\pi_{11}\), \(\pi_{12}\) and \(\pi_{44}\) in GPa⁻¹. For stress along [110] it gave \(-0.203\) GPa⁻¹ for both in-plane currents, a quarter of \(\pi_{11}\). With the valleys moved to the \(\langle111\rangle\) axes and all parameters held fixed, it gave \(\pi_{44}=-0.518\) GPa⁻¹, the value of the last formula in Section 5.

**Finite tension.** A tension of 0.1 GPa along [100] raises the \(x\) valleys above the others by

\[
\Delta=\frac{\Xi_us}{C_{11}-C_{12}}=\frac{9\cdot0.1}{102}=0.00882\ \text{eV}.
\]

This is \(u=\Delta/k_BT=0.341\), which is not very small. For a dilute gas the fraction of electrons in the \(x\) pair is

\[
f_x=\frac{e^{-u}}{e^{-u}+2}=\frac{1}{1+2e^{u}}=0.262,
\]

and each other pair holds 0.369. The mobility along \(x\) becomes \(0.262\cdot400+0.738\cdot1900\approx1507\) cm²/Vs. The resistivity therefore changes by \(1400/1507-1=-7.1\) %, against \(-8.1\) % from the linear coefficient. Compression of the same size gives \(+9.3\) %.

The asymmetry follows from the next order. Expansion gives \(f_x=\frac13-\frac29u+\frac1{27}u^2+\dots\). With \(r=(\mu_t-\mu_l)/\bar\mu=1500/1400\), where \(\bar\mu\) is the mean mobility, the relative conductivity change is \(r(\frac29u-\frac1{27}u^2)\). Inversion to second order yields

\[
\frac{\delta\rho_{xx}}{\rho_0}=-\frac{2r}{9}u+\left[\frac{r}{27}+\left(\frac{2r}{9}\right)^2\right]u^2 .
\]

The second term is \(+1.1\) % for either sign of stress. It weakens the fall under tension and strengthens the rise under compression, as the numbers show.

Across the stress, the changes are \(+3.96\) % in tension and \(-4.09\) % in compression, close to the linear \(\pm4.06\) %. The ratio of longitudinal to transverse change is then \(-1.8\) in tension and \(-2.3\) in compression. The relation \(\pi_{11}=-2\pi_{12}\) is a statement about the limit of small stress.

The change of shape is minor. Resistance scales as length over cross-section, so its geometric part changes by \(e_{xx}-e_{yy}-e_{zz}\). Hooke's law gives \(e_{xx}-e_{yy}=s/(C_{11}-C_{12})\approx0.1\) %, and \(e_{zz}\) is smaller in magnitude. The geometric part is thus of order 0.1 %, against 7 % from transfer.

## 7. When the valley mobilities are not fixed

**Intervalley scattering.** An electron can scatter to a valley on another axis, and the rate depends on the energy difference between the valleys. Stress therefore changes the lifetimes as well as the populations. Symmetry still restricts the result. To first order, \(\delta\sigma_{xx}=a\,\delta E_x+b(\delta E_y+\delta E_z)\). A common shift has no effect, so \(b=-a/2\), and

\[
\delta\sigma_{xx}=\tfrac32a\left(\delta E_x-\overline{\delta E}\right).
\]

This has the same dependence on stress as before. The relation \(\pi_{11}=-2\pi_{12}\) thus holds for any mechanism that acts through valley energy differences alone. The size of \(\pi_{11}\) does change.

The direction of the change can be traced. Under tension along \(x\), an electron in an \(x\) valley sees two lower pairs with more final states, and its lifetime falls. An electron in a \(y\) or \(z\) valley sees one raised pair, and its lifetime grows by half as much. The relative lifetime changes are \(-2c\) and \(+c\), with \(c>0\), so \(\sigma_{xx}\) changes in proportion to \(-2c\mu_l+2c\mu_t>0\). This adds to the effect of transfer.

For an estimate, let acoustic scattering have a rate proportional to \(\sqrt E\), and add scattering to each other axis by a phonon of 0.05 eV, with a strength \(w\) relative to the acoustic part. The unstressed mobilities are held fixed. For \(w=0.25\), \(\pi_{11}\) becomes \(-0.94\) GPa⁻¹, and for \(w=1\) it becomes \(-1.11\) GPa⁻¹. These are 15 % and 37 % larger in magnitude than the fixed-mobility value. The ratio to \(\pi_{12}\) stays at \(-2\) within the numerical error. Halving the number of energy points moves \(\pi_{11}\) at \(w=0.25\) by \(2\times10^{-5}\) GPa⁻¹.

**Shear and the valley mass.** The relation \(\pi_{44}=0\) is less robust. Shear \(e_{xy}\) couples the lowest conduction band to the next one near the zone-boundary point X, and this distorts the \(z\) valleys. A two-band estimate, with \(k_z\) measured from X, is

\[
E=\frac{k_z^2}{2m_l}+\frac{k_x^2+k_y^2}{2m_t}-R,\qquad
R=\sqrt{\left(\frac{k_0k_z}{m_l}\right)^2+\left(\beta e_{xy}-\frac{k_xk_y}{M}\right)^2}.
\]

Here \(k_0\) is the distance of the unstrained minimum from X, \(\beta\) is the shear coupling, and \(1/M\) is taken as \(1/m_t-1\). At \(k_x=k_y=0\), the minimum obeys \(k_z/m_l=(k_0/m_l)^2k_z/R\), so \(R=k_0^2/m_l\). This is half of \(G\), the energy separation of the two conduction bands at the unstrained minimum (not the gap between valence and conduction bands). Differentiating \(E\) with respect to \(k_x\) and \(k_y\) there gives an off-diagonal inverse mass

\[
\left(\frac1m\right)_{xy}=\frac{\beta e_{xy}}{MR}=\frac{2\beta e_{xy}}{MG}.
\]

It is linear in shear. Take \(m_l=0.92\), \(m_t=0.19\), \(\beta=14\) eV and \(G=0.50\) eV, all rough. A shear stress of 0.1 GPa gives \(e_{xy}=0.1/160\) and \((1/m)_{xy}=0.15\) in units of \(1/m_e\). The \(z\) pair holds a third of the electrons. With one common lifetime,

\[
|\pi_{44}|\approx\frac{1}{0.1\ \text{GPa}}\cdot\frac{0.15}{1/m_l+2/m_t}\approx0.13\ \text{GPa}^{-1}.
\]

The sign depends on that of \(\beta\), which this estimate does not determine. The distortion of the \(x\) and \(y\) valleys is left out. The estimate also uses the inverse mass at the valley bottom. Averaging over thermal electrons at 300 K in the same two-band model, still with one common lifetime, raises it to about 0.19 GPa⁻¹, so only the order of magnitude should be trusted. The same shear moves the bottom of the \(z\) valleys by \(-1.5\times10^{-4}\) eV. That shift is quadratic in shear, as the mirror argument requires, and is small beside \(k_BT\).

## 8. Real silicon and the range of use

For lightly doped n-type silicon at room temperature, measured coefficients are roughly \(-1.0\), \(+0.5\) and \(-0.1\) GPa⁻¹ for \(\pi_{11}\), \(\pi_{12}\) and \(\pi_{44}\). The example's parameters are ordinary for this material, and the model gives \(-0.81\), \(+0.41\) and 0. The first relation is thus nearly met, while the size is somewhat low. Intervalley scattering moves it in the right direction, but its strength and phonon energy here are rough inputs, and the size of the correction depends on both, so the improvement is no proof that it accounts for the whole difference. The assumption of fixed valley masses under shear matters for the dependence on direction. If \(\pi_{44}=-0.13\) GPa⁻¹ is added to the model's other coefficients, the [110] response splits from a common \(-0.20\) GPa⁻¹ into \(-0.27\) along the stress and \(-0.14\) across it. Each moves by about a third.

Doping and temperature change the size of the effect. With the mobilities held fixed, \(g\) is 0.89 at \(10^{19}\) cm⁻³ and 0.46 at \(10^{20}\) cm⁻³, so \(\pi_{11}\) falls to less than half its dilute value at the higher density. In a degenerate gas, fixed valley mobilities amount to a lifetime independent of energy. For a lifetime proportional to \(E^{p}\), the valley conductivity follows \(F_{p+1/2}\) and the factor becomes \(F_{p-1/2}/F_{p+1/2}\). At \(10^{20}\) cm⁻³ this is 0.36 for \(p=-\frac12\) (acoustic scattering) and 0.69 for \(p=\frac32\) (roughly ionized-impurity scattering), so the size of the reduction depends on the scattering mechanism. At \(10^{16}\) cm⁻³, with the other parameters fixed, \(\pi_{11}\) goes from \(-0.98\) GPa⁻¹ at 250 K to \(-0.61\) GPa⁻¹ at 400 K, following \(1/T\). This law belongs to fixed valley mobilities. With the intervalley scattering of Section 7, and \(w\) scaled as \(1/T\) from its value at 300 K because acoustic scattering grows with temperature, the ratio between the two temperatures drops from 1.6 to 1.5 for \(w=0.25\) and to 1.4 for \(w=1\). A sensor built on this effect needs temperature compensation over such a range.

The fixed electron density is a sound assumption for the example. With a single donor level at a binding energy of 0.045 eV and two spin states, neutral donors amount to 0.4 % of the free electrons. A donor in silicon has six such orbital states, as many as there are valleys, and five of them are bound less deeply. Counting all six at the full 0.045 eV gives an upper limit of about 2.5 % for this group, so complete ionization would still change the density only slightly. In a thin channel, by contrast, confinement can split the valleys before any stress is applied. The equal starting populations of Section 2 are then lost, and the coefficients must be worked out again from the actual populations. The input parameters of the example are listed in the numerical output below.

## Numbers as computed

```
Xi_u: 9.0 eV
Xi_d: 1.0 eV
C11, C12, C44: 166, 64, 80 GPa
mu_l, mu_t: 400, 1900 cm2/Vs
m_l, m_t: 0.92, 0.19 free-electron masses
temperature: 300 K
kT: 0.02585 eV
electron density: 1.0e+16 cm^-3
effective density of states: 2.744e+19 cm^-3
mean mobility: 1400.0 cm2/Vs
unstressed resistivity: 0.4458 ohm cm
pi11 formula: -0.8125 1/GPa
pi11 numerical: -0.8125 1/GPa
pi12 numerical: 0.4063 1/GPa
pi44 numerical, magnitude: 0.0e+00 1/GPa
pi11 converted: -130.2 angstrom^3/eV
pi12 converted: 65.1 angstrom^3/eV
[110] stress, current along: -0.2031 1/GPa
[110] stress, current across in plane: -0.2031 1/GPa
control <111> valleys, pi44: -0.5180 1/GPa
example stress along [100]: 0.10 GPa
x valley shift minus mean: 0.00588 eV
y valley shift minus mean: -0.00294 eV
x-to-y valley splitting: 0.00882 eV
fraction in x valleys: 0.2622
fraction in y valleys: 0.3689
linear longitudinal change: -8.13 %
linear transverse change: 4.06 %
tension, longitudinal change: -7.08 %
tension, transverse change: 3.96 %
compression, longitudinal change: 9.32 %
compression, transverse change: -4.09 %
degeneracy factor g at 1e+16 cm^-3: 0.9999
degeneracy factor g at 1e+19 cm^-3: 0.8869
degeneracy factor g at 1e+20 cm^-3: 0.4596
pi11 at 250 K: -0.9750 1/GPa
pi11 at 400 K: -0.6094 1/GPa
donor binding energy: 0.045 eV
neutral donors per free electron: 0.42 %
intervalley phonon energy: 0.050 eV
intervalley strength 0.25: pi11 -0.9377, pi12 0.4688 1/GPa
intervalley strength 1.00: pi11 -1.1107, pi12 0.5553 1/GPa
mesh shift of pi11 at strength 0.25: 2.3e-05 1/GPa
lattice constant: 5.43 angstrom
valley distance from X: 0.1736 1/angstrom
shear coupling per tensor strain: 14.0 eV
two-band gap at valley: 0.4990 eV
z valley shift at 0.1 GPa shear: -1.53e-04 eV
inverse mass xy at 0.1 GPa shear: 0.1495 1/m_e
neglected pi44, estimated magnitude: 0.1287 1/GPa
```
